# Why half the HOMO splitting need not be the transfer integral

Bring two molecules together, and let each contribute its highest occupied molecular orbital (HOMO) to the dimer. If the two orbitals have site energies that differ by $D$ and are coupled by a transfer integral $t$, the two highest occupied levels of the dimer are separated by

$$\Delta=\sqrt{D^2+4t^2}.$$

Half of this splitting equals $|t|$ when $D=0$ and exceeds it otherwise. When $t$ vanishes, the splitting is still $|D|$.

The belief to be examined is that $\Delta/2$ is the transfer integral. It is tempting for good reasons. For two molecules exchanged by a symmetry operation of the dimer it is correct within the two-orbital picture, and it needs nothing but two orbital energies from one calculation. It also seems safe for any pair of chemically identical molecules. That last step is the faulty one: identical molecules need not have identical surroundings, and each molecule is part of the other's surroundings.

## The two-level problem

Let $\phi_1$ and $\phi_2$ be real, orthonormal orbitals, each localized on one molecule. Assume that all other orbitals are far away in energy compared with the couplings to them. The energies are orbital energies of the neutral dimer at fixed geometry. Call the mean site energy $\bar e$, and number the molecules so that $D\ge 0$. The effective one-electron Hamiltonian is

$$H=\begin{pmatrix}\bar e+D/2 & t\\ t& \bar e-D/2\end{pmatrix}.$$

Its eigenvalues $E$ make the determinant of $H-E$ vanish:

$$(\bar e-E+D/2)(\bar e-E-D/2)-t^2=0 .$$

The product is a difference of squares, so $(E-\bar e)^2=D^2/4+t^2$ and

$$E_\pm=\bar e\pm\tfrac12\sqrt{D^2+4t^2}.$$

Subtraction gives the stated $\Delta$. Since $t$ enters squared, its sign cannot be found from the splitting.

Two limits show how the belief fails. For $D\ll 2|t|$, expanding the root gives

$$\frac{\Delta}{2}=|t|\sqrt{1+\frac{D^2}{4t^2}}\approx |t|+\frac{D^2}{8|t|},$$

so a small site-energy difference does little harm. For $D\gg2|t|$,

$$\Delta=D\sqrt{1+\frac{4t^2}{D^2}}\approx D+\frac{2t^2}{D}.$$

Here the splitting reports mainly the site-energy difference, and the coupling is a small correction to it.

## What the orbitals add

The energies alone give one equation for two unknowns. The shape of the orbitals supplies the second. Write the upper eigenvector as $a\phi_1+b\phi_2$. The first row of the eigenvalue equation reads

$$(\bar e+D/2)\,a+t\,b=(\bar e+\Delta/2)\,a,$$

and therefore $b/a=(\Delta-D)/(2t)$ for $t\neq0$. The weight on the higher site is $w=a^2$, with $a^2+b^2=1$. Using $4t^2=\Delta^2-D^2=(\Delta-D)(\Delta+D)$,

$$\frac{b^2}{a^2}=\frac{(\Delta-D)^2}{(\Delta-D)(\Delta+D)}=\frac{\Delta-D}{\Delta+D},
\qquad w=\frac{1}{1+b^2/a^2}=\frac12\left(1+\frac D\Delta\right).$$

Then $w(1-w)=(\Delta^2-D^2)/(4\Delta^2)=t^2/\Delta^2$, or

$$|t|=\Delta\sqrt{w(1-w)} .$$

Equal sharing, $w=1/2$, returns $|t|=\Delta/2$. A HOMO that sits mostly on one molecule is a warning that half the splitting is too large. A second remedy is to apply a bias that changes $D$ but leaves $t$ alone: if the bias can bring $D$ to zero, the smallest splitting reached is $2|t|$.

## Overlapping orbitals

Orbitals taken from two separate molecules generally overlap. Let their overlap be $s$, their energies in the dimer $e_1$ and $e_2$, and their raw coupling $J=\langle\phi_1|H|\phi_2\rangle$. The raw $J$ cannot be the transfer integral, because shifting the zero of energy by $c$ changes it to $J+cs$.

Symmetric orthogonalization replaces the raw matrix $H$ by $S^{-1/2}HS^{-1/2}$, where $S$ has ones on the diagonal and $s$ off it. The eigenvalues of $S$ are $1\pm s$, with the sum and difference of the orbitals as eigenvectors. Hence $S^{-1/2}$ has diagonal elements $p$ and off-diagonal elements $m$, with

$$p+m=\frac1{\sqrt{1+s}},\qquad p-m=\frac1{\sqrt{1-s}} .$$

Half the sum and half the difference of the squares of these relations, and their product, give

$$p^2+m^2=\frac1{1-s^2},\qquad 2pm=-\frac{s}{1-s^2},\qquad p^2-m^2=\frac1{\sqrt{1-s^2}} .$$

Multiplying out the matrices, the new off-diagonal element is $(p^2+m^2)J+pm(e_1+e_2)$. The new diagonal elements are $p^2e_1+2pmJ+m^2e_2$ and $m^2e_1+2pmJ+p^2e_2$. Therefore

$$t=\frac{J-\tfrac12 s(e_1+e_2)}{1-s^2},\qquad D=\frac{e_1-e_2}{\sqrt{1-s^2}} .$$

The shift $c$ now cancels from $t$. The correction matters even for a small overlap, because it multiplies an energy of several eV. Take $e_1=-5.00$ eV, $e_2=-5.12$ eV, $J=-100$ meV and $s=0.01$. The numerator of $t$ is $-100+0.01\times5060=-49.4$ meV, and the denominator changes it negligibly. With $D=120$ meV the splitting is 155 meV. Inserting the raw $J$ in place of $t$ would give 233 meV.

## What the transfer integral does

The distinction has physical consequences. Let a hole start in $\phi_1$ at time $\tau=0$, with the geometry and the other electrons frozen. Put $h=H-\bar e$. Squaring the matrix gives $h^2=\Delta^2/4$ times the unit matrix, so the exponential series separates into even and odd powers:

$$e^{-ih\tau/\hbar}=\cos\frac{\Delta\tau}{2\hbar}-\frac{2i h}{\Delta}\sin\frac{\Delta\tau}{2\hbar}.$$

The off-diagonal element of $h$ is $t$. The probability of finding the hole in $\phi_2$ is therefore

$$P(\tau)=\frac{4t^2}{\Delta^2}\sin^2\frac{\Delta\tau}{2\hbar}.$$

A hole evolves with the opposite sign of energy, which leaves this probability unchanged for a real $H$. At short times $P\approx(t\tau/\hbar)^2$, with no trace of $D$ at this order. The splitting sets the frequency of the oscillation; $t$ sets how fast transfer begins. For $t=0$ there is no transfer in this model, however large the splitting.

If a hopping rate is proportional to $t^2$, using $\Delta/2$ for $t$ with all other factors held fixed multiplies the rate by

$$\frac{(\Delta/2)^2}{t^2}=1+\frac{D^2}{4t^2}.$$

## Two sliding chains

A model can test the belief where $t$ passes through zero. Consider two parallel, straight chains of six π sites, with spacing 0.14 nm and hopping $-2.5$ eV between neighbours in a chain. The chains are 0.37 nm apart, and one slides along the other by a slip $x$. Two sites on different chains at distance $d$ are coupled by

$$v(d)=150\ \mathrm{meV}\times\exp\left(-\frac{d-0.37\ \mathrm{nm}}{0.045\ \mathrm{nm}}\right).$$

The surroundings raise every site of chain 1 by 60 meV and lower every site of chain 2 by 60 meV, so $D=120$ meV, held fixed as the chain slides.

With one electron per site, each isolated chain has three filled levels. Its HOMO lies at $-1.113$ eV relative to a bare site; the neighbouring levels are at $-3.117$ and $+1.113$ eV. The transfer integral is the sum of $c_ic_jv(d_{ij})$ over all pairs of sites on different chains, where $c_j$ are the HOMO coefficients. The splittings called "full" below come from numerical diagonalization of the complete twelve-site Hamiltonian. All energies in the table are in meV.

| Slip (nm) | $t$ | Full $\Delta$, $D=0$ | Full $\Delta$, $D=120$ | $\sqrt{120^2+4t^2}$ |
|---:|---:|---:|---:|---:|
| 0.00 | 163 | 326 | 347 | 347 |
| 0.10 | 106 | 211 | 242 | 244 |
| 0.15 | 49 | 96 | 153 | 155 |
| 0.20 | −12 | 24 | 121 | 122 |
| 0.30 | −94 | 187 | 222 | 223 |

The change of sign follows from the HOMO. Its coefficients are proportional to $\sin(3\pi j/7)$ for $j=1,\dots,6$, with signs $++--++$. Without slip, each site faces one of equal sign. After a slip of two spacings, every directly facing pair has opposite signs and contributes negatively. Between these arrangements the sum cancels, at a slip of 0.190 nm.

At that slip the full splitting is 119 meV. Half of it would suggest a transfer integral of about 59 meV, whereas the direct coupling of the two HOMOs is zero. With $D$ switched off at the same slip, the full splitting falls to 1.3 meV. This small remainder comes from the other orbitals of the chains: restricted to the two HOMOs, the twelve-site Hamiltonian is precisely the two-level matrix, so any difference must come from what the restriction omits.

At a slip of 0.15 nm, $t=48.9$ meV, and the two-level formula gives

$$\Delta=\sqrt{120^2+4(48.9)^2}\ \mathrm{meV}\approx155\ \mathrm{meV}.$$

The full value is 152.9 meV. Its half, 76.4 meV, is about 56% larger than $t$, and the square is too large by a factor of 2.45. The orbital weights repair the estimate. The full calculation puts 0.886 of the HOMO on chain 1, so

$$|t|\approx152.9\sqrt{0.886\times0.114}\ \mathrm{meV}\approx48.6\ \mathrm{meV}.$$

Varying the bias numerically until the splitting is smallest gives half a splitting of 48.0 meV. This lies slightly below $t$. Thus $|t|\le\Delta/2$ is a bound of the two-level model, and remote orbitals can violate it by a small amount.

The motion agrees with this reading. A hole started in the HOMO of chain 1 and propagated with the full Hamiltonian reaches the HOMO of chain 2 with a probability of at most 0.394 during the first 60 fs; the two-level value is $4t^2/\Delta^2=0.399$. The oscillation period $2\pi\hbar/\Delta$ is 27 fs. The transfer probability in the first 0.1 fs, read as $(t\tau/\hbar)^2$, returns 48.9 meV and not 76.4 meV.

## Identical molecules with different site energies

A herringbone pair shows how $D$ can arise without any chemical difference. Represent each molecule by charges $+q,-2q,+q$ on a line, with distance $\ell$ from the centre to each outer charge. At a distance $r\gg\ell$, expanding the three Coulomb terms gives the potential

$$V\approx\frac{q\ell^2}{4\pi\varepsilon_0r^3}(3\cos^2\gamma-1),$$

where $\gamma$ is the angle between the molecular line and the direction to the observer. The linear terms of the two outer charges cancel, leaving this quadrupole term. In an isolated herringbone pair the two molecular lines generally make different angles with the line joining the centres. Each molecule then feels a different potential from its partner.

For a rectangular cell of 0.60 by 0.78 nm, put one molecule at the corner and one at the centre, with tilts of $+26^\circ$ and $-26^\circ$ from the shorter cell edge. With $q=0.10e$ and $\ell=0.20$ nm, direct summation of the Coulomb terms at the molecular centres gives $|D|=109$ meV. These charges are chosen values, and the potential is sampled at one point per molecule, so the number shows a possible size and is no prediction for a particular crystal.

In the complete layer, reflect $x\to-x$ and then shift by half a cell along both edges. This glide operation maps every corner molecule onto a centre molecule and the reverse. It leaves the layer unchanged, so the site energies must be equal and $D=0$. It does not leave the isolated pair unchanged. Half the splitting of a pair cut from such a layer can therefore contain a site-energy difference that the layer does not have.

## Real stacks and the limits of the model

The spacing and couplings are in the rough range of slipped π stacks such as rubrene, where the spacing is about 0.37 nm and the transfer integral roughly 0.1 eV. The straight chains are not a model of the rubrene molecule. In its perfect crystal, neighbours along the stack are related by translation, so $D=0$ between them; the imposed 120 meV is far from that value and stands for a disturbed environment, such as a charged defect nearby. For a coupling closer to the typical size, the row at 0.10 nm is the better guide: half the splitting is 121 meV against $t=106$ meV, an excess of 14%.

Real stacks also break the assumption of fixed geometry. Treat the slip as a classical oscillation with a molecular mass of 530 u, hence a reduced mass of half that, and a mode energy of 5 meV, both rough typical values. At 300 K, $k_BT=25.9$ meV is well above the mode energy, and equipartition gives an rms slip of 0.013 nm. Averaging over the resulting Gaussian distribution, $t$ at the 0.15 nm geometry has a standard deviation of roughly 15 meV, about a third of its static value. Where the static $t$ vanishes, its rms value is 15 meV. A null in the static coupling therefore does not make the thermal average of $t^2$ vanish.

A hole also relaxes the molecule that carries it. For $D=0$, let the two localized hole states have energies $\lambda q^2$ and $\lambda(1-q)^2$ along a dimensionless coordinate, here called $q$. Here $\lambda$ is the energy released when both molecules relax after a sudden transfer of the hole from one to the other. Put $q=\tfrac12+u$. Their mean is $\lambda(\tfrac14+u^2)$ and half their difference is $\lambda u$, so the lower surface and its slope are

$$W=\lambda\left(\tfrac14+u^2\right)-\sqrt{\lambda^2u^2+t^2},\qquad
\frac{dW}{du}=\lambda u\left(2-\frac{\lambda}{\sqrt{\lambda^2u^2+t^2}}\right).$$

If $\lambda<2|t|$, the bracket is positive everywhere and the single minimum is at $u=0$, where the hole is shared equally. If $\lambda>2|t|$, the bracket is negative near $u=0$, and the minima move to either side. With a rough $\lambda=150$ meV and the example's $t$, the ratio $\lambda/(2|t|)$ is about 1.5, so the minima have unequal sharing even without a site-energy difference. This describes classical nuclei at rest in a minimum. The barrier at $u=0$ is $\tfrac{\lambda}{4}(1-2|t|/\lambda)^2$, here only about 4.5 meV. That is well below $k_BT$ at 300 K, and also below the quantum of a typical carbon–carbon stretching vibration, between 150 and 200 meV. With these numbers the two minima therefore do not mean that the hole is trapped on one molecule. They do show that the frozen-orbital splitting alone does not describe a hole coupled to molecular relaxation.

The model also leaves out electron correlation and the polarization of the surroundings by the hole. Their effect on $t$ and $D$ is not estimated here.
